\section*{Supersaturation of gallium vapour from its inlet and equilibrium pressures}

\section*{Problem}

A crystal $\mathrm{GaX}$, where X is a group V element that forms $\mathrm{X_4}$ vapour, such as arsenic (but not nitrogen), grows at $T=900$ K from a dilute gas that contains gallium atoms and $\mathrm{X_4}$ molecules. The gallium pressure at the inlet is $p_{\rm in}=10^{-4}$ bar. The gallium pressure that would be in equilibrium with the crystal is $p_{\rm eq}=10^{-12}$ bar.

\begin{enumerate}
\item[(a)] Estimate the supersaturation, that is, the free energy per gallium atom that drives growth from the inlet gas. How sensitive is it to an error in $p_{\rm eq}$?
\item[(b)] What must $p_{\rm eq}$ mean for the answer to hold for a compound?
\item[(c)] A closed portion of the inlet gas deposits crystal until it reaches equilibrium. How much free energy is released per deposited pair, on average?
\item[(d)] Gallium has to diffuse to the surface before it is incorporated. How much of the supersaturation is left there?
\item[(e)] Does heating raise or lower the supersaturation?
\end{enumerate}

The gas is ideal and has a uniform temperature. The inlet pressure counts gallium as free atoms. If gallium arrives in a precursor molecule, $p_{\rm in}$ is the pressure its atoms would have after complete decomposition, and the free energy of that decomposition is not part of the answer. The crystal is large, unstrained and of fixed composition. Liquid gallium has a vapour pressure of only about $2\times10^{-10}$ bar at 900 K, so free atoms at $p_{\rm in}$ are supersaturated against the liquid too. It is assumed that no liquid forms, either in the gas or on the crystal. Energies are in eV, with one conversion for the main result.

\section*{Solution}

\subsection*{(a) The estimate}

The chemical potential is the free energy needed to add one atom at fixed volume and temperature. For $N$ atoms of a dilute ideal gas the partition function is $Z=q^N/N!$, where $q$ is the partition function of one atom. The free energy $F=-kT\ln Z$ is therefore
\begin{equation}
F(N)=-kT\left(N\ln q-\ln N!\right).
\end{equation}
Since $\ln (N+1)!-\ln N!=\ln(N+1)$, adding one atom costs
\begin{equation}
\mu=F(N+1)-F(N)=-kT\ln q+kT\ln(N+1)\simeq kT\ln\frac{N}{q},
\end{equation}
where the last form holds for large $N$. The one-atom partition function is proportional to the volume, $q=V\zeta(T)$, with a factor $\zeta$ that depends on temperature but not on pressure. With $N/V=p/kT$,
\begin{equation}
\mu(T,p)=kT\ln\frac{p}{kT\,\zeta(T)}=\mu^\circ(T)+kT\ln\frac{p}{p^\circ},
\label{mu}
\end{equation}
where $p^\circ$ is any reference pressure and $\mu^\circ=kT\ln[p^\circ/(kT\zeta)]$.

An atom in the gas at $p_{\rm eq}$ has nothing to gain by joining the crystal. An atom at $p_{\rm in}$ has an excess chemical potential
\begin{equation}
\Delta\mu=\mu(T,p_{\rm in})-\mu(T,p_{\rm eq})=kT\ln S,\qquad S=\frac{p_{\rm in}}{p_{\rm eq}}.
\label{dmu}
\end{equation}
The unknown $\mu^\circ(T)$ has cancelled, because both states are the same gas at the same temperature. This is why two pressures and a temperature suffice.

The numbers are
\begin{align}
kT&=8.617\times10^{-5}\ \mathrm{eV/K}\times900\ \mathrm{K}=0.07756\ \mathrm{eV},\\
\ln S&=\ln 10^{8}=8\times2.3026=18.421,\\
\Delta\mu&=0.07756\ \mathrm{eV}\times18.421=1.429\ \mathrm{eV}.
\end{align}
The supersaturation is thus about 1.4 eV per atom, or about 140 kJ/mol.

The logarithm makes the estimate tolerant. If $p_{\rm eq}$ is wrong by a factor of ten, $\Delta\mu$ changes by $kT\ln10=0.179$ eV. An equilibrium pressure of $10^{-11}$ bar would give 1.25 eV, and one of $10^{-13}$ bar would give 1.61 eV. An error of a whole decade in the pressure is therefore an error of one eighth in the supersaturation. The figure 1.4 eV is justified if $p_{\rm eq}$ is known to much better than a decade; otherwise the second digit is uncertain.

The value should not be read as an activation energy. The factor $\exp(-\Delta\mu/kT)=1/S=10^{-8}$ is the inverse pressure ratio and contains no information about a barrier. The supersaturation says how far the gas is from equilibrium, not how fast it gets there.

\subsection*{(b) Which equilibrium pressure}

Growth of the compound consumes both elements:
\begin{equation}
\mathrm{Ga}+\tfrac14\,\mathrm{X_4}\longrightarrow\mathrm{GaX}.
\end{equation}
The free energy released per pair, the affinity, is
\begin{equation}
A=\mu_{\rm Ga}+\tfrac14\mu_{\rm X_4}-\mu_{\rm GaX}.
\label{aff}
\end{equation}
Let $p_{\rm X}$ be the inlet pressure of $\mathrm{X_4}$, and let $p_{\rm eq}$ be the gallium pressure at which $A=0$ for this same $p_{\rm X}$. Then
\begin{equation}
\mu_{\rm GaX}=\mu_{\rm Ga}(T,p_{\rm eq})+\tfrac14\mu_{\rm X_4}(T,p_{\rm X}).
\label{crystal}
\end{equation}
Inserting this in (\ref{aff}) at the inlet pressures removes the $\mathrm{X_4}$ terms:
\begin{equation}
A=\mu_{\rm Ga}(T,p_{\rm in})-\mu_{\rm Ga}(T,p_{\rm eq})=kT\ln\frac{p_{\rm in}}{p_{\rm eq}}=\Delta\mu .
\end{equation}
The gallium supersaturation is then the full driving force per pair.

This fails if $p_{\rm eq}$ was obtained at another $\mathrm{X_4}$ pressure $p_{\rm X}'$. By (\ref{mu}) and (\ref{crystal}), equilibrium with a given crystal fixes the product $p_{\rm Ga}\,p_{\rm X_4}^{1/4}$, so that
\begin{equation}
p_{\rm eq}(p_{\rm X})=p_{\rm eq}(p_{\rm X}')\left(\frac{p_{\rm X}'}{p_{\rm X}}\right)^{1/4}.
\end{equation}
The corrected driving force is
\begin{equation}
A=kT\ln\frac{p_{\rm in}}{p_{\rm eq}(p_{\rm X}')}+\frac{kT}{4}\ln\frac{p_{\rm X}}{p_{\rm X}'} .
\end{equation}
A larger $\mathrm{X_4}$ pressure increases the driving force, as it should for a reactant. The effect is weak: one decade of $p_{\rm X}$ is worth $0.179/4=0.045$ eV.

\subsection*{(c) Mean release on depletion}

The value $\Delta\mu$ belongs to the first pairs deposited, while the gas still has its inlet composition. Later pairs come from a poorer gas and release less. At fixed temperature and total pressure, depositing $d\xi$ pairs lowers the total Gibbs energy by $A\,d\xi$, so the mean release is the average of $A$ over the deposited amount.

Let the carrier gas be in large excess. The gallium pressure $p$ then falls in proportion to the amount deposited, and the average over $\xi$ is an average over $p$. If $\mathrm{X_4}$ is also in such excess that its pressure hardly changes, the gas ends at $p_{\rm eq}$ and
\begin{equation}
\bar A=\frac{kT}{p_{\rm in}-p_{\rm eq}}\int_{p_{\rm eq}}^{p_{\rm in}}\ln\frac{p}{p_{\rm eq}}\,dp
=\frac{kT}{S-1}\int_1^S\ln s\,ds ,
\end{equation}
with $s=p/p_{\rm eq}$. The integral is $S\ln S-S+1$. Writing $S\ln S=(S-1)\ln S+\ln S$ gives
\begin{equation}
\bar A=kT\left(\ln S-1+\frac{\ln S}{S-1}\right)\simeq\Delta\mu-kT .
\end{equation}
The dropped term is about $2\times10^{-7}\,kT$ for $S=10^8$. The mean release is
\begin{equation}
\bar A=1.4286-0.0776=1.351\ \mathrm{eV}.
\end{equation}
The reduction is only about $kT$, although the pressure falls by eight decades, because most of the gallium is deposited while $p$ is still within a decade of $p_{\rm in}$. Nine tenths of it has gone when $p$ reaches $p_{\rm in}/10$.

The excess of $\mathrm{X_4}$ needs a condition. Take $p_{\rm X}=10^{-3}$ bar as a model value. Each gallium atom takes a quarter of a molecule, so the $\mathrm{X_4}$ pressure is $p_{\rm X}-(p_{\rm in}-p)/4$ when the gallium pressure has fallen to $p$. At the end nearly all gallium is gone, and the fixed product $p_{\rm Ga}\,p_{\rm X_4}^{1/4}$ gives
\begin{equation}
\frac{p_{\rm end}}{p_{\rm eq}}\simeq\left(1-\frac{p_{\rm in}}{4p_{\rm X}}\right)^{-1/4}=(1-0.025)^{-1/4}=1.006 .
\end{equation}
The final gallium pressure is 0.6\% above $p_{\rm eq}$. Along the way the affinity contains the extra term $(kT/4)\ln[1-(p_{\rm in}-p)/(4p_{\rm X})]$. To first order its average, with $p_{\rm in}-p$ averaging to $p_{\rm in}/2$, is
\begin{equation}
-\frac{kT}{4}\,\frac{p_{\rm in}}{8p_{\rm X}}=-\frac{0.07756\ \mathrm{eV}}{4}\times0.0125=-0.0002\ \mathrm{eV},
\end{equation}
which is negligible here. The final gallium pressure departs strongly from $p_{\rm eq}$ as $p_{\rm in}$ approaches $4p_{\rm X}$, although the mean release is lowered there by only about $kT/4$, or 0.02 eV. Well beyond that point $\mathrm{X_4}$ runs out first, and a gallium pressure of about $p_{\rm in}-4p_{\rm X}$, the surplus over what $\mathrm{X_4}$ can bind, is left without a partner. It stays in the gas only as long as no liquid gallium forms; at equilibrium most of it would condense.

\subsection*{(d) What is left at the surface}

Let gallium diffuse through a stagnant gas layer of thickness $\delta$ with diffusion coefficient $D$. In the steady state, without reactions in the layer, the flux is constant and the pressure profile is linear. With $v_d=D/\delta$ and the gallium pressure $p_s$ at the surface,
\begin{equation}
J=\frac{v_d}{kT}\,(p_{\rm in}-p_s).
\label{diff}
\end{equation}
The drop of the $\mathrm{X_4}$ pressure across the layer is neglected. For $p_{\rm X}=10^{-3}$ bar and equal diffusion coefficients it is at most $p_{\rm in}/4$, or 2.5\% of $p_{\rm X}$, and would spend about $(kT/4)\times0.025=0.0005$ eV in the gas. This touches the last digits of Table~1: the local equilibrium pressure rises by 0.6\%, so that $p_s/p_{\rm eq}$ in the last row would be 1.016 instead of 1.01, while the part left at the surface there stays 0.0008 eV. For incorporation the simplest law that vanishes at equilibrium is taken,
\begin{equation}
J=\frac{v_s}{kT}\,(p_s-p_{\rm eq}),
\label{inc}
\end{equation}
with a constant velocity $v_s$. This linear law is a model assumption, and so are the results that follow from it.

Let $e=p_s-p_{\rm eq}$ and $r=v_s/v_d$. Because $p_{\rm in}-p_s=(p_{\rm in}-p_{\rm eq})-e$, equating the two fluxes gives
\begin{equation}
(p_{\rm in}-p_{\rm eq})-e=re
\quad\Longrightarrow\quad
p_s=p_{\rm eq}+\frac{p_{\rm in}-p_{\rm eq}}{1+r}.
\label{ps}
\end{equation}
The supersaturation divides into two parts,
\begin{equation}
\Delta\mu=\underbrace{kT\ln\frac{p_{\rm in}}{p_s}}_{\text{spent in the gas}}
+\underbrace{kT\ln\frac{p_s}{p_{\rm eq}}}_{\text{left at the surface}} .
\label{split}
\end{equation}
The first is dissipated by diffusion down the pressure gradient. The second is the driving force between the vapour at the surface and the crystal.

Table~1 shows three cases of (\ref{ps}) and (\ref{split}). The values of $r$ are model parameters chosen to display the regimes. They are bounded from above, because incorporation cannot outrun the rate at which atoms strike the surface: $v_s\le\sqrt{kT/2\pi m}\approx130$ m/s for gallium at 900 K. For $D$ of about 4 cm$^2$/s, a rough value for a hydrogen carrier at 1 bar, and $\delta=1$ cm this gives $r\lesssim3\times10^3$, which leaves at least about 0.8 eV at the surface. The middle row is therefore near the upper bound. The last row is a formal limit that diffusion through a gas layer cannot reach at these pressures, since already $r=10^8$ would need a layer hundreds of metres thick.

\begin{table}[h]
\centering
\caption{Division of the supersaturation at 900 K for $p_{\rm in}=10^{-4}$ bar and $p_{\rm eq}=10^{-12}$ bar.}
\begin{tabular}{lllll}
\hline
$r$ & $p_s$ (bar) & $p_s/p_{\rm eq}$ & in gas (eV) & at surface (eV)\\
\hline
$\to0$ & $1.00\times10^{-4}$ & $10^{8}$ & 0 & 1.429\\
$10^{3}$ & $9.99\times10^{-8}$ & $9.99\times10^{4}$ & 0.536 & 0.893\\
$10^{10}$ & $1.01\times10^{-12}$ & 1.01 & 1.428 & 0.0008\\
\hline
\end{tabular}
\end{table}

For $r\to0$ incorporation is the slow step, the gas is uniform, and the whole supersaturation is found at the surface.

The middle row is the instructive one. Inserting (\ref{ps}) in (\ref{inc}) gives
\begin{equation}
J=\frac{v_d}{kT}\,(p_{\rm in}-p_{\rm eq})\,\frac{r}{1+r},
\end{equation}
so at $r=10^3$ the flux is within 0.1\% of its largest value for the given $v_d$. Growth is limited by transport. Yet the surface vapour is still almost $10^5$ times richer in gallium than equilibrium vapour, and 0.89 eV, more than half of the supersaturation, remains. For $1\ll r\ll S$, equation (\ref{ps}) reduces to $p_s\simeq p_{\rm in}/r$, and the two parts become
\begin{equation}
kT\ln r\ \ \text{in the gas},\qquad kT\ln\frac{S}{r}\ \ \text{at the surface}.
\end{equation}
Each decade of $r$ moves 0.179 eV from the surface to the gas.

Near equilibrium at the surface requires $p_s-p_{\rm eq}\ll p_{\rm eq}$, which by (\ref{ps}) means $r\gg S$. Then $\ln(1+x)\simeq x$ with $x=S/r$, and the surface part is
\begin{equation}
kT\,\frac{S}{r}=0.07756\ \mathrm{eV}\times0.01=0.0008\ \mathrm{eV}
\end{equation}
for $r=10^{10}$, as in the last row. In this model, transport-limited growth ($r\gg1$) and a surface vapour close to equilibrium ($r\gg S$) are different conditions, here separated by eight decades. A flux that is insensitive to surface kinetics therefore does not by itself show that the surface vapour is near equilibrium.

\subsection*{(e) The effect of temperature}

If both pressures are held fixed, (\ref{dmu}) gives
\begin{equation}
\left(\frac{\partial\Delta\mu}{\partial T}\right)_{p_{\rm in},p_{\rm eq}}=k\ln S=1.59\ \mathrm{meV/K},
\end{equation}
which suggests that heating helps. But at a given $\mathrm{X_4}$ pressure $p_{\rm eq}$ rises with temperature. To find how fast, divide (\ref{crystal}) by $T$ and differentiate along the equilibrium curve at fixed $p_{\rm X}$ and total pressure. For each substance $\partial(\mu/T)/\partial T=-H/T^2$ at fixed pressure, where $H$ is the enthalpy per particle. The gallium term also changes through $p_{\rm eq}$, which adds $k\,d\ln p_{\rm eq}/dT$:
\begin{equation}
-\frac{H_{\rm Ga}}{T^2}+k\frac{d\ln p_{\rm eq}}{dT}-\frac{H_{\rm X_4}}{4T^2}=-\frac{H_{\rm GaX}}{T^2}.
\end{equation}
With the enthalpy of evaporation per pair, $h=H_{\rm Ga}+\frac14H_{\rm X_4}-H_{\rm GaX}$, this becomes
\begin{equation}
\frac{d\ln p_{\rm eq}}{dT}=\frac{h}{kT^2}.
\end{equation}
At fixed inlet pressures the total derivative of $\Delta\mu=kT(\ln p_{\rm in}-\ln p_{\rm eq})$ is
\begin{equation}
\frac{d\Delta\mu}{dT}=k\ln S-kT\,\frac{h}{kT^2}=\frac{\Delta\mu-h}{T}.
\label{slope}
\end{equation}
Heating lowers the supersaturation whenever $h>\Delta\mu$. For a model value $h=4$ eV,
\begin{equation}
\frac{d\Delta\mu}{dT}=\frac{1.429-4}{900}\ \mathrm{eV/K}=-2.86\ \mathrm{meV/K}.
\end{equation}
The sign is opposite to that at fixed pressures. A rise of 10 K costs about 0.03 eV.

If $h$ is independent of temperature, (\ref{slope}) can be integrated. It is equivalent to $d[(\Delta\mu-h)/T]/dT=0$, so $(\Delta\mu-h)/T$ keeps its value at $T_0=900$ K:
\begin{equation}
\Delta\mu(T)=h-\left[h-\Delta\mu(T_0)\right]\frac{T}{T_0}.
\end{equation}
The supersaturation falls linearly and vanishes at
\begin{equation}
T=\frac{h\,T_0}{h-\Delta\mu(T_0)}=\frac{4\times900\ \mathrm{K}}{4-1.429}\simeq1400\ \mathrm{K}.
\end{equation}
Above this temperature the same inlet gas would evaporate the crystal instead of growing it, provided that no liquid forms. That proviso is severe here: with $h=4$ eV the curve $p_{\rm eq}(T)$ rises above the vapour pressure of liquid gallium already near 1320 K, and from there on the crystal is unstable against decomposition into liquid gallium and $\mathrm{X_4}$ vapour. The number depends on the chosen $h$ and on its constancy over 500 K. It also assumes that the $\mathrm{X_4}$ molecules do not dissociate into $\mathrm{X_2}$, which hot arsenic vapour at low pressure does. It therefore only indicates a scale. The value of 1.4 eV likewise belongs to 900 K: at another temperature $p_{\rm eq}$ must be found anew before the logarithm is taken.

Numbers in the example were calculated in double precision.
